# Why a Fixed Gaussian Barrier Distribution Broadens Dielectric Loss on Cooling

## Question

A dielectric contains many independent relaxing units. Each must cross an energy barrier to reorient, and the barriers are scattered about a mean in a Gaussian distribution that does not change with temperature. When the sample is cooled, its loss peak, plotted against the logarithm of frequency, moves to lower frequency and also becomes wider and flatter. Nothing in the distribution of barriers has changed. Where does the extra width come from, and how does it depend on temperature?

## Answer

### The mechanism: fixed energies, stretched times

Let a unit with barrier $E$ relax with the Arrhenius time

$$
\tau(E)=\tau_0\,e^{E/kT},
$$

where $k$ is Boltzmann's constant, $T$ the temperature, and the prefactor $\tau_0$ is the same for all units and independent of $T$. Compare two units whose barriers differ by $\Delta E$. The prefactor cancels in the ratio of their times:

$$
\frac{\tau(E+\Delta E)}{\tau(E)}=e^{\Delta E/kT}.
$$

The difference $\Delta E$ is fixed, but it is measured against the thermal energy. As $kT$ falls, the same difference in energy produces a larger ratio of times. All units slow down on cooling, and those with high barriers slow down by a larger factor than those with low barriers. On a logarithmic time axis the population is therefore stretched as well as shifted.

To make this quantitative, take the logarithm:

$$
\ln\tau=\ln\tau_0+\frac{E}{kT}.
$$

Times inside logarithms are understood to be divided by one second, and angular frequencies by one inverse second. Write the barrier as $E=E_0+\sigma Z$, where $E_0$ is the mean, $\sigma$ the standard deviation, and $Z$ a Gaussian variable with $\langle Z\rangle=0$ and $\langle Z^2\rangle=1$. A Gaussian formally allows negative barriers, so $E_0\gg\sigma$ is assumed, which makes their weight negligible. Then

$$
\ln\tau=\left(\ln\tau_0+\frac{E_0}{kT}\right)+\frac{\sigma}{kT}\,Z .
$$

The bracket is the mean of $\ln\tau$, and the last term is the deviation from it. The mean square deviation is $(\sigma/kT)^2\langle Z^2\rangle=(\sigma/kT)^2$, so the standard deviation of $\ln\tau$ is

$$
s=\frac{\sigma}{kT}.
$$

The factor $1/kT$ is the slope of $\ln\tau$ as a function of $E$. Cooling steepens this slope while leaving the spread in $E$ alone.

### The loss of one unit

An experiment measures the loss, not the distribution of $\ln\tau$, and even a single relaxation time gives a peak of finite width. That width must be found first.

With fields varying as $e^{i\omega t}$ and permittivity $\varepsilon^*=\varepsilon'-i\varepsilon''$, a unit that relaxes exponentially contributes the Debye form $D/(1+i\omega\tau)$, where $D$ is the relaxation strength. Multiplying numerator and denominator by $1-i\omega\tau$ and taking minus the imaginary part gives

$$
\frac{\varepsilon''}{D}=\frac{\omega\tau}{1+\omega^2\tau^2}.
$$

Set $x=\ln\omega\tau$, so that $\omega\tau=e^x$, and divide numerator and denominator by $e^x$:

$$
\frac{\varepsilon''}{D}=\frac{1}{e^{-x}+e^{x}}=\frac12\,\mathrm{sech}\,x .
$$

The shape on the $\ln\omega$ axis is the same for every $\tau$; a change of $\tau$ only shifts it. It has height $1/2$. Half of that height is reached when $\cosh x=2$, so the full width at half maximum is $2\,\mathrm{arccosh}\,2$, or 1.144 decades.

The area and variance follow from one integral,

$$
I(p)=\int_{-\infty}^{\infty}\frac{e^{px}}{2\cosh x}\,dx,\qquad |p|<1 .
$$

Integrate the same function around the rectangle with edges on the real line and on the line $\mathrm{Im}\,x=\pi$. The vertical sides vanish at large $|x|$ because $|p|<1$. On the upper edge $\cosh(x+i\pi)=-\cosh x$ and $e^{p(x+i\pi)}=e^{i\pi p}e^{px}$. That edge is traversed backwards, and the two minus signs combine to a plus, so the contour gives $I(1+e^{i\pi p})$. The enclosed pole is at $x=i\pi/2$, where the derivative of $2\cosh x$ is $2\sinh(i\pi/2)=2i$. Hence

$$
I(p)\,(1+e^{i\pi p})=2\pi i\,\frac{e^{i\pi p/2}}{2i}=\pi e^{i\pi p/2}.
$$

Dividing by $1+e^{i\pi p}=2e^{i\pi p/2}\cos(\pi p/2)$ and expanding for small $p$,

$$
I(p)=\frac{\pi}{2\cos(\pi p/2)}=\frac{\pi}{2}\left(1+\frac{\pi^2p^2}{8}+\dots\right).
$$

Expanding $e^{px}$ in the definition of $I(p)$ shows that the constant term is the area, and that the coefficient of $p^2/2$ is the integral of $x^2$ times the loss. The area is thus $\pi/2$, and the second moment divided by the area is $\pi^2/4$. The mean is zero by symmetry, so the Debye peak has variance $\pi^2/4$ in $\ln\omega$, at any temperature.

### The loss of the whole population

Since the units are independent, their contributions add. Assume that each carries the same share of $D$, whatever its barrier. The argument of the sech for one unit is

$$
\ln\omega\tau=\ln\omega+\ln\tau_0+\frac{E_0}{kT}+sZ .
$$

Define the frequency $\omega_p$ and the distance $y$ from it by

$$
\ln\omega_p=-\ln\tau_0-\frac{E_0}{kT},\qquad y=\ln\omega-\ln\omega_p .
$$

The argument becomes $y+sZ$, and the total loss is the average

$$
\frac{\varepsilon''}{D}=f(y)=\frac12\big\langle\mathrm{sech}(y+sZ)\big\rangle .
$$

This is a Debye peak smeared by a Gaussian of standard deviation $s$. For its moments, integrate over $y$ first at fixed $Z$, with $u=y+sZ$. The area is $\pi/2$ for each $Z$ and so for the average: broadening redistributes the loss over $\ln\omega$ without changing its area relative to $D$. The mean of $y=u-sZ$ is zero, because $u$ and $Z$ both have zero mean. For the variance,

$$
\overline{y^2}=\overline{u^2}-2s\,\overline{u}\,\langle Z\rangle+s^2\langle Z^2\rangle
=\frac{\pi^2}{4}+\left(\frac{\sigma}{kT}\right)^2 .
$$

This is the law for the measured peak. The second term grows on cooling; the first does not. The standard deviation of $\ln\tau$ is proportional to $1/T$, but the width of the loss peak is not, because it contains the fixed Debye part. The two parts are equal when $\sigma/kT=\pi/2$. Far above that temperature the peak is nearly Debye-like and the scatter of barriers is hard to see; far below it, the scatter dominates.

The variance law used only the mean and variance of $Z$, so it holds for any barrier distribution with finite variance. The Gaussian form enters the shape. In particular, $\omega_p$ is the maximum. With $\varphi_s$ the Gaussian density of standard deviation $s$, $f(y)=\frac12\int\mathrm{sech}(u)\,\varphi_s(u-y)\,du$. Moving the derivative onto the sech by parts and folding the integral onto $u>0$ gives

$$
f'(y)=\frac12\int_0^\infty \mathrm{sech}'(u)\,\big[\varphi_s(u-y)-\varphi_s(u+y)\big]\,du .
$$

For $y>0$ the bracket is positive, since $u-y$ is closer to zero than $u+y$, while $\mathrm{sech}'(u)$ is negative. The loss therefore falls on both sides of $y=0$, and there is one peak.

### The height

The relative height $H=f(0)=\frac12\langle\mathrm{sech}(sZ)\rangle$ falls as $s$ grows, because $\mathrm{sech}(sZ)$ decreases for every nonzero $Z$. Written with $u=sZ$,

$$
H=\frac{1}{s\sqrt{2\pi}}\int_{-\infty}^{\infty}\frac{\mathrm{sech}\,u}{2}\,e^{-u^2/2s^2}\,du .
$$

The exponential lies between $1-u^2/2s^2$ and $1$. Inserting these limits, with the area $\pi/2$ and the second moment $(\pi/2)(\pi^2/4)$ already found, gives

$$
\sqrt{\frac{\pi}{8}}\;\frac1s\left(1-\frac{\pi^2}{8s^2}\right)\le H\le\sqrt{\frac{\pi}{8}}\;\frac1s .
$$

For $s\gg1$ the bounds close on each other, and $H\simeq\sqrt{\pi/8}\,kT/\sigma$. In the opposite limit $s\to0$, the definition of $H$ returns the Debye value $1/2$.

The absolute height is $DH$, so the temperature dependence of $D$ matters. If $D=C/T$ with constant $C$, the absolute height tends at low temperature to $\sqrt{\pi/8}\,kC/\sigma$. The peak then keeps broadening without becoming lower, while its area grows with $D$.

### A Cole-Cole exponent from the peak height

A broad, symmetric loss peak can be described empirically by the Cole-Cole function $D/[1+(i\omega\tau)^a]$ with $0<a\le1$. Put $q=a\ln\omega\tau$ and $\theta=\pi a/2$. The loss is

$$
\frac{\varepsilon''}{D}=\frac{e^q\sin\theta}{1+2e^q\cos\theta+e^{2q}}
=\frac{\sin\theta}{2(\cosh q+\cos\theta)} .
$$

It is largest at $q=0$, where it equals $\frac12\sin\theta/(1+\cos\theta)=\frac12\tan(\pi a/4)$. Setting this equal to $H$ gives

$$
a=\frac4\pi\arctan(2H).
$$

Since $H$ falls on cooling, so does $a$. A Cole-Cole exponent obtained from the relative peak height can thus fall on cooling although the barriers have not become more scattered.

The match concerns the height alone. Far below the peak, the Cole-Cole loss varies as $e^{q}$, that is, as $\omega^a$. For the Gaussian distribution, $\frac12\mathrm{sech}(y+sZ)$ approaches $e^{y+sZ}$ as $y\to-\infty$, and averaging gives $f\to e^{y}\langle e^{sZ}\rangle=e^{y+s^2/2}$. The far wing is therefore proportional to $\omega$, and the two shapes differ there for any $a<1$. This limit sets in only for $-y$ well beyond $s^2$: for $s\approx3.1$ the slope of $\ln f$ against $\ln\omega$ is still about 0.5 at $y=-6$ and reaches 0.97 near $y=-15$, more than six decades below the peak.

### Numbers for a model

Take $E_0=0.40$ eV, $\sigma=0.040$ eV and $\tau_0=10^{-13}$ s. These are round model parameters, not those of a material. The mean lies ten standard deviations above zero, so negative barriers play no part.

At 300 K, $kT=25.85$ meV and

$$
s=\frac{40\ \text{meV}}{25.85\ \text{meV}}=1.547 .
$$

At 150 K, $kT$ is halved and $s=3.095$. Divided by $\ln10$, these standard deviations are 0.67 and 1.34 decades. Units one standard deviation above and below the mean barrier differ in relaxation time by $e^{2s}$: a factor of 22 at 300 K and 487 at 150 K, for the same difference of 80 meV.

Summing the complex Debye responses over the barriers gives these loss peaks:

| $T$ (K) | $\sigma/kT$ | Peak (Hz) | Variance | Width (decades) | $H$ | $a$ |
|---|---|---|---|---|---|---|
| 300 | 1.547 | $3.03\times10^5$ | 4.861 | 2.10 | 0.298 | 0.685 |
| 200 | 2.321 | 133 | 7.854 | 2.78 | 0.228 | 0.545 |
| 150 | 3.095 | 0.058 | 12.044 | 3.50 | 0.182 | 0.445 |

Here "Width" is the full width at half maximum. The variance at 150 K agrees with the law: $2.467+3.0945^2=12.04$. At 300 K, $s$ is just below $\pi/2$, so the Debye part and the barrier part contribute almost equally. This is why halving the temperature doubles $s$ but raises the width at half maximum only by the factor $3.50/2.10=1.67$.

The height at 150 K lies between its bounds, 0.176 and 0.203. The upper bound, which is also the low-temperature formula, exceeds the computed height by about 11% of that height, so the limit is approached but not reached.

The variance law can be turned round to read the barrier spread from a measured peak:

$$
\sigma=kT\sqrt{\mathrm{Var}-\frac{\pi^2}{4}} .
$$

At 300 K this gives $25.85\ \text{meV}\times\sqrt{4.861-2.467}=40.0$ meV, and the other two temperatures return the same value. In real data, a constant result over a range of temperatures would support the picture. The variance needs the wings of the peak, however, and these are hard to reach in the cold: at 150 K the lower half-height point lies 1.75 decades below 0.058 Hz, near 0.001 Hz.

### When cooling does not broaden the peak

The explanation rests on a fixed spread in $E$ and a common $\tau_0$. Three changes to these assumptions show what each does.

**Scatter in the prefactor alone.** If all barriers are equal and $\ln\tau_0$ has standard deviation $b$, then $\ln\tau$ has standard deviation $b$ at every temperature. With $b=2.0$, the computed loss peaks give 2.0 at all three temperatures. If scatter in $\ln\tau_0$ exists alongside an independent scatter in $E$, the variances add to $b^2+(\sigma/kT)^2$. The spread still grows on cooling, but not in proportion to $1/T$.

**A spread proportional to temperature.** If $\sigma$ itself falls as $T$, the ratio $\sigma/kT$ is constant. Starting from the same $\sigma$ at 300 K, the spread of $\ln\tau$ stays at 1.547 down to 150 K. For the barriers to broaden the peak on cooling, $\sigma$ must therefore fall more slowly than $T$, if it falls at all. A constant $\sigma$ meets this condition and gives the simple $1/T$ law.

**Compensation.** Suppose that units with higher barriers have shorter prefactors, with $\ln\tau_0$ replaced by $\ln\tau_0-(E-E_0)/kT_c$. The slope of $\ln\tau$ against $E$ is then $1/kT-1/kT_c$, and

$$
s=\sigma\left|\frac1{kT}-\frac1{kT_c}\right| .
$$

Above $T_c$, cooling brings the relaxation times together. For $T_c=100$ K, the spread falls from 3.095 at 300 K to 1.547 at 150 K, the reverse of the original trend. This value of $T_c$ is chosen only to show the reversal: above $T_c$ the units with higher barriers relax faster, and here the prefactor drops to about $10^{-15}$ s one standard deviation above the mean barrier and $10^{-17}$ s at two. Below $T_c$, cooling broadens the peak again, and $s$ grows faster than $1/T$: for $T_c=400$ K it rises from 0.387 at 300 K to 1.934 at 150 K.

Unequal strengths are less harmful. If a unit's share of $D$ depends on $E$ but not on $T$, the barrier distribution is replaced by the strength-weighted one, and $\sigma$ by its standard deviation. If the weighting changes with temperature, the effective $\sigma$ can change too, and the simple $1/T$ law is then lost. It need not change: a weight proportional to $e^{-cE}$, with $c$ depending on $T$, shifts the mean of a Gaussian by $-c\sigma^2$ but leaves its standard deviation as it was.

### The same peak on a temperature axis

Loss is also measured at fixed frequency while the temperature is swept. Let $L=-\ln\omega\tau_0$, a positive number when $\omega\tau_0\ll1$. With $g(E)$ the barrier distribution,

$$
\frac{\varepsilon''}{D}=\frac12\int g(E)\,\mathrm{sech}\!\left(\frac{E-kTL}{kT}\right)dE .
$$

The sech selects barriers within a few $kT$ of $kTL$. If $g$ varies little over that window, it can be taken outside the integral at $E=kTL$. The remaining integral of the sech is $\pi kT$, so

$$
\frac{\varepsilon''}{D}\simeq\frac{\pi}{2}\,kT\,g(kTL).
$$

The sweep thus scans the barrier distribution, with energy $kTL$ at temperature $T$. Apart from the slowly varying factor $kT$, the peak lies at $T\simeq E_0/(kL)$, and its full width at half maximum is $2\sqrt{2\ln2}\,\sigma/(kL)$. A lower frequency has a larger $L$, which makes the peak both colder and narrower.

For the model at constant $D$, $L$ is 21.19 at 1 kHz and 28.10 at 1 Hz. The estimated peaks are at 219 K and 165 K; the computed ones are at 221 K and 167 K. The estimated widths are 52 K and 39 K, the computed ones 62 K and 44 K. The small shift of the peak arises because $s$ changes along the sweep. With $\beta=1/kT$, the loss depends on $y=E_0\beta-L$ and $s=\sigma\beta$, and a Gaussian smearing obeys $\partial f/\partial s=s\,\partial^2 f/\partial y^2$. The maximum in $\beta$ therefore satisfies $E_0 f_y+\sigma s f_{yy}=0$. Near the centre $f_y\simeq y f_{yy}$, so $y\simeq-\sigma^2\beta/E_0$, that is $kTL\simeq E_0+\sigma^2/E_0$, which is 1% above $E_0$. This needs constant $D$ and $\sigma\ll E_0$ but not a narrow window; the maximum of $kT\,g(kTL)$ lies at the same place. The extra width comes from the window. At 221 K the sech has a full width at half maximum of $2.63\,kT=50$ meV, against 94 meV for $g$, so $g$ is far from constant across it. The estimate of the width becomes accurate only when $kT\ll\sigma$ at the peak.

There is no conflict with the broadening found above. A frequency sweep at fixed $T$ converts a barrier spread $\sigma$ into a spread $\sigma/kT$ in $\ln\omega$, which grows on cooling. A temperature sweep at fixed $\omega$ converts it into a spread of about $\sigma/(kL)$ in $T$, which shrinks as the peak moves to lower temperature. The numerical output below gives the values for both kinds of sweep.

## Numbers as computed

```
Mean barrier E0: 0.40 eV
Barrier standard deviation sigma: 0.040 eV
Prefactor tau0: 1.0e-13 s
Debye peak area over ln omega (loss/D): 1.5708
Debye peak variance in ln omega: 2.4674
Debye full width at half maximum: 1.144 decades
Temperatures for the rows below (K): 300, 200, 150
kT (meV): 25.85, 17.23, 12.93
sigma/kT, formula: 1.5473, 2.3209, 3.0945
Spread of ln tau from loss curve: 1.5473, 2.3209, 3.0945
tau(E0+sigma)/tau(E0-sigma): 22.1, 103.7, 487.4
Loss peak variance in ln omega: 4.8614, 7.8540, 12.0436
Loss peak area (loss/D): 1.5708, 1.5708, 1.5708
Sigma recovered from loss (eV): 0.04000, 0.04000, 0.04000
Loss peak frequency (Hz): 3.03e+05, 133, 0.0579
Full width at half maximum (decades): 2.099, 2.784, 3.503
Peak height (loss/D): 0.2984, 0.2280, 0.1822
Upper bound on height: 0.4050, 0.2700, 0.2025
Lower bound on height: 0.1963, 0.2082, 0.1764
Height-matched Cole-Cole exponent: 0.685, 0.545, 0.445
Counterexample, chosen spread of ln tau0: 2.0
Spread of ln tau, prefactor spread only: 2.0000, 2.0000, 2.0000
Spread of ln tau, sigma proportional to T: 1.5473, 1.5473, 1.5473
Compensation temperature Tc: 100 K
Spread of ln tau, with compensation: 3.0945, 2.3209, 1.5473
Temperature sweeps at frequencies (Hz): 1000, 1
L = -ln(omega tau0): 21.19, 28.10
Estimated sweep peak E0/(kL) (K): 219.1, 165.2
Computed sweep peak (K): 221.3, 166.9
Sweep full width at half maximum (K): 62.2, 43.8
```
